\section*{Band-Edge Alignment of Separate Monolayers and Limits of the Vacuum Reference, part 2}

Two separately computed monolayers, A and B, are put on one energy scale by means of the vacuum level, and the question is where this alignment fails for the stacked pair.

The axis $z$ is normal to the layers, $e>0$ is the elementary charge, and a bar denotes the average over a lateral unit cell. The total charge density $\rho$ and its potential $\phi$ obey $\bar\phi''=-\bar\rho/\varepsilon_0$, and an electron has the energy $U=-e\bar\phi$. Periodic cells extend from $-L/2$ to $L/2$; $e/\varepsilon_0=18.095$ V\,nm. The exchange--correlation potential is $v_{xc}$.

Raw valence and conduction edges $\varepsilon_i$ ($i=v,c$) give absolute edges $E_i=\varepsilon_i-U_{\rm vac}$, where $U_{\rm vac}$ is the vacuum level. Vacuum alignment predicts the offsets $\Delta E_i=E_i^B-E_i^A$ if the layers are neutral, have no dipole, do not overlap (in densities, bound states or lateral harmonics) and exchange no charge. Both need the same approximation to the Hamiltonian, and each the atomic structure it has in the stack.

A neutral layer with dipole per area $p=\int z\bar\rho\,dz$ has two vacuum levels:
\begin{equation}
\Delta U\equiv U_{\rm top}-U_{\rm bot}=-\frac{ep}{\varepsilon_0}.
\label{eq:dU}
\end{equation}
By part (e), the reference for such a layer is the vacuum level on the side that faces the partner.

In the model, one electron of free mass moves in the $x$--$z$ plane in the potential of fixed charge, without $v_{xc}$. Each layer has Gaussian sheets of charge per area $\pm s$, with widths $0.06$ nm (positive) and $0.12$ nm (negative). The positive sheet is modulated by $1+\eta\cos Gx$ with period $0.4$ nm. Layer A has $s=30\,e/\mathrm{nm^2}$, $\eta=0.3$; layer B has $s=26\,e/\mathrm{nm^2}$, $\eta=0.4$. The polar layer J is B with its negative sheet moved up by $0.002$ nm. The edges are $E_v^A=-7.032$ eV and $E_v^B=-5.866$ eV, so $\Delta E_v=1.166$ eV. Diagonalizing the A/B stack with centres $1.2$ nm apart confirms this offset.

\subsection*{(f) A charged layer}

\textit{A layer carries a net charge $\sigma$ per area, and the periodic calculation adds a uniform background to make the cell neutral. Is there a vacuum level?}

\textbf{Solution.} The background density is $-\sigma/L$. For a thin sheet at $z=0$, Poisson's equation in the vacuum is $\bar\phi''=\sigma/(\varepsilon_0L)$, so the potential is a parabola instead of a plateau. By symmetry the field vanishes midway between periodic images, at $z=L/2$. Hence, for $0<z\le L/2$,
\begin{equation}
\bar\phi'(z)=\frac{\sigma}{\varepsilon_0L}\left(z-\frac L2\right),\qquad
\bar\phi(z)-\bar\phi(0)=-\frac{\sigma}{\varepsilon_0}\left(\frac z2-\frac{z^2}{2L}\right).
\end{equation}
The slope just above the sheet is $-\sigma/(2\varepsilon_0)$, as required for a charged sheet. By symmetry and periodicity, the second expression with $|z|$ in place of $z$ holds for $|z|\le L$.

A Gaussian sheet of width $w\ll L$ is a superposition of thin sheets at heights $z'$, with $\langle z'\rangle=0$, $\langle z'^2\rangle=w^2$ and $\langle|z'|\rangle=w\sqrt{2/\pi}$. Averaging the thin-sheet potential, up to a common constant, gives
\begin{align}
\bar\phi(0)&=-\frac{\sigma}{\varepsilon_0}\left(\frac{w}{\sqrt{2\pi}}-\frac{w^2}{2L}\right),\\
\bar\phi(L/2)&=-\frac{\sigma}{\varepsilon_0}\left(\frac L4-\frac{L^2/4+w^2}{2L}\right)
=-\frac{\sigma}{\varepsilon_0}\left(\frac L8-\frac{w^2}{2L}\right).
\end{align}
The terms in $w^2$ cancel in the difference. Multiplication by $-e$ yields
\begin{equation}
U(L/2)-U(0)=\frac{e\sigma}{\varepsilon_0}\left(\frac L8-\frac{w}{\sqrt{2\pi}}\right).
\label{eq:charged}
\end{equation}

For $\sigma=0.1\,e/\mathrm{nm^2}$ and $w=0.06$ nm, the width term is $0.024$ nm. A cell of $2.4$ nm gives $1.8095\times(0.300-0.024)=0.50$ eV, and a cell of $3.6$ nm gives $1.8095\times(0.450-0.024)=0.77$ eV. The periodic Poisson solver reproduces both. More vacuum makes the reading larger without limit. This reflects the physics of an isolated charged plane, whose potential energy $e\sigma|z|/(2\varepsilon_0)$ has no limit at infinity.

A doped or gated layer therefore needs its countercharge at a definite place, for instance on a gate. The complete system is then neutral and generally has a dipole. A partner outside this system is aligned as in part (e). A partner between the layer and its countercharge lies in their field, where there is no plateau to serve as a reference.

\subsection*{(g) Layers in contact}

\textit{When the layers approach each other, the density of the stack is no longer the sum of the separate densities. Find the change of the offset, and examine what happens when the layers overlap.}

\textbf{Solution.} Write the averaged density of the stack, with A below and B above, as
\begin{equation}
\bar\rho_{AB}=\bar\rho_A+\bar\rho_B+\delta\bar\rho,\qquad \int\delta\bar\rho\,dz=0 .
\end{equation}
All three densities refer to the same atomic positions. The rearrangement $\delta\bar\rho$ is neutral and produces a potential step like any other neutral distribution. With $p_{\rm int}=\int z\,\delta\bar\rho\,dz$, and with the rearranged charge confined to the gap between the layers, all of B is shifted by $-ep_{\rm int}/\varepsilon_0$ relative to all of A. Hence
\begin{equation}
\Delta E_i^{\rm stack}=\Delta E_i-\frac{ep_{\rm int}}{\varepsilon_0}.
\label{eq:int}
\end{equation}
If $\delta\bar\rho$ reaches into the layers, the change $\delta U$ of the electron's potential energy, which in a Kohn--Sham calculation includes the change of $v_{xc}$, is not constant across them. To first order in $\delta U$, the offset then changes by $\langle\delta U\rangle_B-\langle\delta U\rangle_A$, the averages being taken over the two edge states.

This correction cannot in general be absorbed into a better vacuum level for each material. Offsets formed from single-layer numbers are additive: those from A to B and from B to C sum to that from A to C. The dipole $p_{\rm int}$ belongs to a pair, and nothing forces the three pair dipoles to obey this rule. It has to be taken from a calculation of the stack.

As a check, sheets of $\pm0.1\,e/\mathrm{nm^2}$ were added at $\pm0.1$ nm from the middle of the gap of the A/B stack, the positive one nearer to B. Then $p_{\rm int}=0.02\,e/\mathrm{nm}$, and \eqref{eq:int} predicts $1.166-0.362=0.804$ eV. Diagonalization gives $0.804$ eV.

Overlap matters even if the charge is frozen. Let $\psi_A$ be the valence-edge state of isolated A, which is the lowest state at its wavevector. The variational principle, with $\psi_A$ as trial state in the stack, gives for the lowest energy at that wavevector
\begin{equation}
E_{\rm lowest}\le E_v^A+\langle\psi_A|V_B|\psi_A\rangle ,
\end{equation}
where $V_B$ is the full potential energy due to B, lateral part included. If this average is negative, the edge must fall. In the model it falls by $0.008$ eV when the centres are $0.5$ nm apart, and by $0.77$ eV at $0.3$ nm.

The offset tells a different story. At $0.5$ nm it is $1.167$ eV, only $0.001$ eV from the aligned value, because both edges have fallen by nearly the same amount. An almost unchanged offset is thus no proof that the absolute edges are unchanged. At $0.3$ nm the offset is $1.82$ eV, and vacuum alignment has failed by $0.66$ eV. The edge states are by then shared between the layers, and each is assigned to the layer that holds more than half of its weight. Penetration of the potentials and mixing of the states both contribute, and these numbers do not separate them. In a real contact the density would rearrange as well, so the frozen-charge values show that the condition of separation matters; they do not predict the offset of any real contact.

\subsection*{(h) A broken gap}

\textit{Suppose that vacuum alignment puts the valence edge of a donor layer above the conduction edge of an acceptor layer by $\Delta>0$. Find the transferred charge and the final alignment at zero temperature.}

\textbf{Solution.} Electrons can lower their energy by moving from donor to acceptor, so the separate densities no longer describe the ground state. Let $n$ be the number transferred per area. Each edge is taken as a single isotropic parabolic valley with twofold spin degeneracy. Filling it up to wavevector $k$ gives
\begin{equation}
n=2\,\frac{\pi k^2}{(2\pi)^2}=\frac{k^2}{2\pi},\qquad
\frac{\hbar^2k^2}{2m}=\frac{\pi\hbar^2}{m}\,n=\frac nD,\qquad
D=\frac{m}{\pi\hbar^2}.
\end{equation}
Here $D$ is the density of states per area. The electrons fill the acceptor up to $n/D_e$ above its conduction edge, and the holes empty the donor down to $n/D_h$ below its valence edge.

The acceptor now carries $-en$ and the donor $+en$. Treated as thin sheets at distance $d$, they form a capacitor with field $en/\varepsilon_0$. The electron energy on the acceptor rises relative to the donor by
\begin{equation}
S=\frac{e^2nd}{\varepsilon_0}.
\end{equation}
This is \eqref{eq:dU} with the acceptor on top, where $p=-end$. Transfer stops when the highest filled levels coincide. With energies measured from the original acceptor edge,
\begin{equation}
S+\frac n{D_e}=\Delta-\frac n{D_h}
\quad\Longrightarrow\quad
n=\frac{\Delta}{1/D_e+1/D_h+e^2d/\varepsilon_0}.
\label{eq:n}
\end{equation}
The remaining overlap of the bands is $\Delta-S=n(1/D_e+1/D_h)$.

Take $\Delta=0.3$ eV, $d=0.4$ nm and both masses equal to half the free-electron mass. With $\hbar^2/2m_e=0.0381$ eV\,nm$^2$, each inverse density of states is $2\pi\times0.0381/0.5=0.479$ eV\,nm$^2$. The capacitor term is $18.095\times0.4=7.238$ eV\,nm$^2$. Thus
\begin{equation}
n=\frac{0.3}{0.479+0.479+7.238}\ \mathrm{nm^{-2}}=0.0366\ \mathrm{nm^{-2}}=3.66\times10^{16}\ \mathrm{m^{-2}} .
\end{equation}
Explicit counting of occupied states on a grid of wavevectors, with the step determined self-consistently, gives the same density. The step is $S=0.265$ eV, so that $0.035$ eV of the original overlap of $0.3$ eV remains.

Larger separation does not restore vacuum alignment in equilibrium. As $d\to\infty$, \eqref{eq:n} gives $n\to\varepsilon_0\Delta/(e^2d)\to0$, but $S\to\Delta$: ever less charge acts over an ever longer distance. The vacuum levels next to the two layers then differ by $\Delta$. Vacuum alignment survives at large distance only as a state out of equilibrium, for as long as electrons have no way to pass between the layers. The limit of large $D_e$ and $D_h$ also gives $S\to\Delta$, since filling then costs no energy and the electrostatic step alone must align the highest filled levels.

The estimate leaves out polarization of the layers by the field, mixing between their bands, and exchange and correlation among the transferred carriers. For the parameters above these omissions are not small. At $n=0.0366\ \mathrm{nm^{-2}}$ the Fermi wavevector is $k=\sqrt{2\pi n}=0.480\ \mathrm{nm^{-1}}$, and the Hartree--Fock exchange shift at the Fermi level of an unscreened two-dimensional gas, $-(2/\pi)\,e^2k/(4\pi\varepsilon_0)$, is $-0.44$ eV per layer. This exceeds $\Delta$ and is 25 times the filling energy $n/D=0.0175$ eV. A relative permittivity of 4 in the gap would divide the capacitor term by 4 and raise $n$ to $0.108\ \mathrm{nm^{-2}}$. The distance of $0.4$ nm also lies in the range where part (g) found overlap setting in. The values of $n$, $S$ and the remaining overlap therefore belong to non-interacting carriers on thin sheets in vacuum. The estimate shows when single-layer data are insufficient and how the electrostatic step opposes the transfer; the transferred charge and the final edges of a real pair need a self-consistent calculation of the stack.

\subsection*{(i) Electron removal and addition in the stack}

\textit{Suppose that all conditions for vacuum alignment are met. Are the aligned edges also the energies for removing and adding an electron in the stack?}

\textbf{Solution.} Not in general. Kohn--Sham edges from an approximate functional are not quasiparticle energies even for one layer. There is also an effect of the neighbour that a planar average of the neutral system cannot contain. Remove an electron from A and treat the hole as static and localized on the scale of the response of B. Its field, already screened by A itself, falls off as a power of the distance rather than exponentially, and so it perturbs B even when the layers do not overlap. Second-order perturbation theory lowers the ground-state energy of B by some $P_h\ge0$; the first-order term, the interaction with the unperturbed charge of B, is negligible under the stated conditions. The removal energy of A is reduced by $P_h$, so its valence edge, defined as minus the removal energy, rises by $P_h$. An added electron likewise gains $P_e\ge0$, and the conduction edge falls by $P_e$. The gap of A shrinks by $P_h+P_e$.

The same happens to B through the polarization of A. The valence offset therefore changes by $P_h^B-P_h^A$, where the superscript names the layer that holds the hole. This difference vanishes if the two layers polarize each other equally, whereas the gaps shrink even then. The vacuum level remains a sound electrostatic reference; what changes is the energy of the charged excitation measured from it.

\section*{Computed values}
\begin{verbatim}
e/eps0 = 18.0951 V nm; hbar^2/2m = 0.038100 eV nm^2
lateral period = 0.4 nm; grid spacing = 0.025 nm
A: sheet charge +-30.0 e/nm^2, widths 0.06 and 0.12 nm, eta 0.3
B: sheet charge +-26.0 e/nm^2, widths 0.06 and 0.12 nm, eta 0.4
cell lengths: A 2.4 nm, B and J 3.6 nm
A raw E_v, E_c (L=2.4 nm) = -5.8109, -3.6367 eV; U_vac = 1.2214 eV
A raw E_v, E_c (L=3.6 nm) = -6.2181, -4.0439 eV; U_vac = 0.8143 eV
B raw E_v, E_c (L=3.6 nm) = -5.1603, -2.6994 eV; U_vac = 0.7057 eV
A absolute E_v, E_c = -7.0324, -4.8582 eV
B absolute E_v, E_c = -5.8660, -3.4051 eV
raw valence difference B-A, cells 3.6 and 2.4 nm = 0.6506 eV
aligned offsets B-A: valence 1.1663, conduction 1.4531 eV
explicit stack B-A at 1.2 nm: valence 1.1663, conduction 1.4531 eV
valence offset B-A in joules = 1.8687e-19 J
J: cloud shift = 0.002 nm; dipole per area = -0.0520 e/nm
J: vacuum step top-bottom = 0.9409 eV
J: uncorrected vacuum slope of U = -0.2614 eV/nm
J E_v, E_c from bottom vacuum = -5.4032, -2.9444 eV
J E_v, E_c from top vacuum = -6.3442, -3.8854 eV
J E_v, E_c from one uncorrected reading = -5.8728, -3.4135 eV
J-A valence offset, bottom facing A: aligned 1.6291, stack 1.6291 eV
J-A valence offset, top facing A: aligned 0.6882, stack 0.6882 eV
interface dipole = 0.0200 e/nm; predicted shift = -0.3619 eV
stack valence offset B-A with interface dipole = 0.8044 eV
contact at 0.5 nm: shift of A E_v = -0.0082 eV; valence offset B-A = 1.1674 eV
contact at 0.3 nm: shift of A E_v = -0.7661 eV; valence offset B-A = 1.8247 eV
charged sheet: sigma = 0.1 e/nm^2, width = 0.06 nm
charged sheet, L=2.4 nm: U(mid-vacuum)-U(layer) = 0.4995 eV
charged sheet, L=3.6 nm: U(mid-vacuum)-U(layer) = 0.7710 eV
lateral harmonic, period 0.4 nm: ratio U(1.0 nm)/U(0.4 nm) = 8.070e-05
lateral harmonic, period 10.0 nm: ratio U(1.0 nm)/U(0.4 nm) = 6.859e-01
broken gap: overlap = 0.3 eV, distance = 0.4 nm, masses = 0.5, 0.5 m_e
1/D_e, 1/D_h, e^2 d/eps0 = 0.4788, 0.4788, 7.2381 eV nm^2
transferred density: formula 0.03660, k counting 0.03660 nm^-2
transfer step = 0.2649 eV; remaining overlap = 0.0351 eV
\end{verbatim}
